# Hartree-Fock H⁻: what a negative orbital energy says about binding: a numerical check

```python
"""Restricted Hartree-Fock H-: a negative orbital energy but no binding.

Result under test: the minimum of E = 2<h> + J is -0.487930 hartree,
above hydrogen at -0.5, and E_H - E = -epsilon - R.
h       : one-electron Hamiltonian -nabla^2/2 - 1/r
J       : Coulomb repulsion of two electrons in the same orbital
epsilon : orbital energy, <h> + J
R       : relaxation energy <h> - E_H after frozen-orbital removal
u(r)    : radial orbital, phi = u/(r sqrt(4 pi)), integral u^2 dr = 1
w(r)    : r times the Coulomb potential of the density u^2
Internal quantities are in atomic units.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eig, eigh, lu_factor, lu_solve
from scipy.optimize import minimize
from pyscf import gto

EV = constants.physical_constants["Hartree energy in eV"][0]
ANG = constants.physical_constants["Bohr radius"][0] * 1e10

# Chebyshev collocation on a finite radial interval
order, box = 130, 120.0
index = np.arange(order + 1)
x = np.cos(np.pi * index / order)
edge = np.ones(order + 1)
edge[[0, -1]] = 2.0
edge *= (-1.0) ** index
difference = x[:, None] - x[None, :]
D = np.outer(edge, 1 / edge) / (difference + np.eye(order + 1))
D -= np.diag(D.sum(axis=1))
D *= 2 / box
D2 = D @ D
r = box * (1 + x) / 2
inside = slice(1, -1)
ri = r[inside]
moments = np.zeros(order + 1)
moments[::2] = 2 / (1 - index[::2].astype(float) ** 2)
chebyshev = np.cos(np.pi * np.outer(index, index) / order)
weights = np.linalg.solve(chebyshev.T, moments) * box / 2
poisson = lu_factor(D2[inside, inside])


def coulomb_w(density):
    """Solve the radial Poisson equation for r times the potential."""
    charge = weights @ density
    rhs = -density[inside] / ri - D2[inside, 0] * charge
    result = np.zeros(order + 1)
    result[0] = charge
    result[inside] = lu_solve(poisson, rhs)
    return result


def lowest_orbital(w):
    """Lowest s orbital in the potential -(1-w)/r."""
    matrix = -0.5 * D2[inside, inside] + np.diag((w[inside] - 1) / ri)
    values, vectors = eig(matrix)
    k = np.argmin(values.real)
    u = np.zeros(order + 1)
    u[inside] = vectors[:, k].real
    u /= np.sqrt(weights @ u**2)
    if weights @ u < 0:
        u = -u
    return values[k].real, u


def one_body(ua, ub):
    kinetic = 0.5 * weights @ ((D @ ua) * (D @ ub))
    return kinetic - weights[inside] @ (ua[inside] * ub[inside] / ri)


def repulsion(f, g):
    return weights[inside] @ (f[inside] * coulomb_w(g)[inside] / ri)


def slater(z):
    return 2 * z**1.5 * r * np.exp(-z * r)


# Self-consistent solution; mixing suppresses charge oscillations
trial = slater(11 / 16)
w = coulomb_w(trial**2)
for iteration in range(400):
    epsilon, u = lowest_orbital(w)
    new_w = coulomb_w(u**2)
    change = np.max(np.abs(new_w - w))
    if change < 1e-8:
        break
    w += 0.25 * (new_w - w)
assert change < 1e-8
h_mean = one_body(u, u)
J = repulsion(u**2, u**2)
E = 2 * h_mean + J
kinetic_one = 0.5 * weights @ (D @ u) ** 2
E_H, u_H = lowest_orbital(np.zeros(order + 1))
R = h_mean - E_H

# Direct minimization in an independent Gaussian basis
exponents = 0.002 * 2.1 ** np.arange(20)
basis = {"H": [[0, [float(a), 1.0]] for a in exponents]}
mol = gto.M(atom="H 0 0 0", basis=basis, charge=-1, spin=0, verbose=0)
S = mol.intor("int1e_ovlp")
T = mol.intor("int1e_kin")
V = mol.intor("int1e_nuc")
core = T + V
size = len(S)
eri = mol.intor("int2e").reshape(size**2, size**2)
levels, vectors = eigh(core, S)
scaled_basis = vectors / np.sqrt(levels + 1)


def energy_and_gradient(coordinates):
    c = scaled_basis @ coordinates
    norm = c @ S @ c
    h = c @ core @ c / norm
    G = (eri @ np.outer(c, c).ravel()).reshape(size, size)
    coulomb = c @ G @ c / norm**2
    gradient = 4 * (core @ c / norm + G @ c / norm**2
                    - (h + coulomb) * (S @ c) / norm)
    return 2 * h + coulomb, scaled_basis.T @ gradient


start = eigh(T + 11 / 16 * V, S)[1][:, 0]
fit = minimize(energy_and_gradient, np.linalg.solve(scaled_basis, start),
               jac=True, method="BFGS", options={"gtol": 1e-7, "maxiter": 1000})
E_gauss, final_gradient = energy_and_gradient(fit.x)
c = scaled_basis @ fit.x
h_gauss = c @ core @ c / (c @ S @ c)
assert np.max(np.abs(final_gradient)) < 1e-5

# Energy, orbital identity, virial relation and hydrogen reference
assert abs(E + 0.487930) < 1e-6
assert abs(E - E_gauss) < 3e-6  # finite Gaussian basis
assert abs(epsilon - h_mean - J) < 1e-7
assert abs(E + 2 * kinetic_one) < 1e-6
assert abs(E_H + 0.5) < 1e-8
# Frozen removal is first order in the Gaussian orbital error
assert abs((h_gauss - E_gauss) + epsilon) < 5e-5
assert epsilon < 0 and E > E_H and R > -epsilon

# Nodeless orbital, neutral far field and exponential tail
assert np.min(u) > -1e-7
far = np.argmin(np.abs(r - 25))
kappa = np.sqrt(-2 * epsilon)
assert abs(1 - w[far]) < 1e-4
assert abs(-(D @ u)[far] / u[far] - kappa) < 1e-4

# Lower bound from a density that is not self-consistent
trial_level, _ = lowest_orbital(coulomb_w(trial**2))
lower_bound = 2 * trial_level - repulsion(trial**2, trial**2)
assert trial_level < 0 and lower_bound < E


def slater_repulsion(a, b):
    return a * b * (a * a + 3 * a * b + b * b) / (a + b) ** 3


def product_energy(a, b):
    return a*a/2 - a + b*b/2 - b + slater_repulsion(a, b)


def singlet_energy(parameters):
    a, b = np.exp(parameters)
    overlap = 8 * (a * b) ** 1.5 / (a + b) ** 3
    cross = overlap * (a * b - a - b) / 2
    exchange = overlap**2 * 5 * (a + b) / 16
    return (product_energy(a, b) + 2 * overlap * cross + exchange) / (1 + overlap**2)


# Opposite-spin electrons in different orbitals
b_near, b_far = 0.1, 0.01
inner, outer = slater(1.0), slater(b_near)
product_grid = (one_body(inner, inner) + one_body(outer, outer)
                + repulsion(inner**2, outer**2))
E_near, E_far = product_energy(1, b_near), product_energy(1, b_far)
assert abs(product_grid - E_near) < 1e-6
assert E_near < E and abs(E_far + 0.5) < 1e-4
assert abs((product_energy(1, 0.001) + 0.5) / 0.001**2 - 0.5) < 0.01

# Correlated singlet: formula minimized, then evaluated by quadrature
singlet = minimize(singlet_energy, np.log([1.0, 0.3]), method="Nelder-Mead",
                   options={"xatol": 1e-9, "fatol": 1e-12})
a_opt, b_opt = np.exp(singlet.x)
ua, ub = slater(a_opt), slater(b_opt)
overlap = weights @ (ua * ub)
numerator = (one_body(ua, ua) + one_body(ub, ub)
             + 2 * overlap * one_body(ua, ub)
             + repulsion(ua**2, ub**2) + repulsion(ua * ub, ua * ub))
singlet_grid = numerator / (1 + overlap**2)
assert abs(singlet_grid - singlet.fun) < 1e-7
assert singlet_grid < E_H

weight_1s = (weights @ (u * u_H)) ** 2
radius_ion = weights @ (r * u**2)
radius_H = weights @ (r * u_H**2)

print(f"RHF energy of H-: {E:.6f} hartree = {E*EV:.5f} eV")
print(f"Same energy, Gaussian minimization: {E_gauss:.6f} hartree")
print(f"Hydrogen energy: {E_H:.6f} hartree = {E_H*EV:.5f} eV")
print(f"Orbital energy epsilon: {epsilon:.6f} hartree = {epsilon*EV:.5f} eV")
print(f"One-electron mean <h>: {h_mean*EV:.5f} eV")
print(f"Coulomb repulsion J: {J*EV:.5f} eV")
print(f"Kinetic energy per electron: {kinetic_one*EV:.5f} eV")
print(f"Frozen removal cost <h>-E: {(h_mean-E)*EV:.5f} eV")
print(f"Relaxation energy R: {R*EV:.5f} eV")
print(f"Relaxed removal energy E_H-E: {(E_H-E)*EV:.5f} eV")
print(f"Weight of hydrogen 1s in frozen orbital: {weight_1s:.5f} (no unit)")
print(f"Mean radius in RHF H-: {radius_ion*ANG:.5f} angstrom")
print(f"Mean radius in hydrogen: {radius_H*ANG:.5f} angstrom")
print(f"Orbital tail constant: {kappa/ANG:.5f} 1/angstrom")
print(f"Lower bound from trial density: {lower_bound*EV:.5f} eV")
print(f"Trial density exponent: {11/16/ANG:.5f} 1/angstrom")
print(f"Inner exponent, different orbitals: {1/ANG:.5f} 1/angstrom")
print(f"First outer exponent: {b_near/ANG:.5f} 1/angstrom")
print(f"Energy with first outer exponent: {E_near*EV:.5f} eV")
print(f"Second outer exponent: {b_far/ANG:.5f} 1/angstrom")
print(f"Energy with second outer exponent: {E_far*EV:.5f} eV")
print(f"Singlet inner exponent: {a_opt/ANG:.5f} 1/angstrom")
print(f"Singlet outer exponent: {b_opt/ANG:.5f} 1/angstrom")
print(f"Singlet upper bound: {singlet_grid:.6f} hartree = {singlet_grid*EV:.5f} eV")
print(f"Singlet binding relative to H: {(E_H-singlet_grid)*EV:.5f} eV")
print("every check passed")
```

Printed output:

```
RHF energy of H-: -0.487930 hartree = -13.27724 eV
Same energy, Gaussian minimization: -0.487930 hartree
Hydrogen energy: -0.500000 hartree = -13.60569 eV
Orbital energy epsilon: -0.046222 hartree = -1.25778 eV
One-electron mean <h>: -12.01947 eV
Coulomb repulsion J: 10.76169 eV
Kinetic energy per electron: 6.63862 eV
Frozen removal cost <h>-E: 1.25778 eV
Relaxation energy R: 1.58623 eV
Relaxed removal energy E_H-E: -0.32845 eV
Weight of hydrogen 1s in frozen orbital: 0.85017 (no unit)
Mean radius in RHF H-: 1.32504 angstrom
Mean radius in hydrogen: 0.79377 angstrom
Orbital tail constant: 0.57457 1/angstrom
Lower bound from trial density: -13.34776 eV
Trial density exponent: 1.29919 1/angstrom
Inner exponent, different orbitals: 1.88973 1/angstrom
First outer exponent: 0.18897 1/angstrom
Energy with first outer exponent: -13.51257 eV
Second outer exponent: 0.01890 1/angstrom
Energy with second outer exponent: -13.60439 eV
Singlet inner exponent: 1.96386 1/angstrom
Singlet outer exponent: 0.53521 1/angstrom
Singlet upper bound: -0.513303 hartree = -13.96768 eV
Singlet binding relative to H: 0.36199 eV
every check passed
```
